# Commensurate twisted honeycomb bilayers: periods, cell sizes and the moiré beat: test program

```python
"""Commensurate twisted honeycomb bilayers.

Result under test: for integer m >= 0 the twist angle theta with
    cos(theta) = (3m^2 + 3m + 1/2) / (3m^2 + 3m + 1)
gives a periodic bilayer whose primitive cell holds 4(3m^2 + 3m + 1) atoms.
These are exactly the commensurate angles in (0, 60] degrees at which the
crystal period equals the moire beat period a / (2 sin(theta/2)).

Plane vectors are complex numbers in units of the lattice constant a.
OMEGA = exp(i pi/3); lattice points are p + q*OMEGA with integers p, q.
M is the number of unit cells of one layer in the common cell.
"""
import numpy as np
from scipy.constants import physical_constants

OMEGA = np.exp(1j * np.pi / 3)
B_SITE = (1 + OMEGA) / 3          # second atom of the honeycomb cell


def components(z):
    """Real numbers p, q with z = p + q*OMEGA."""
    q = np.imag(z) / np.imag(OMEGA)
    return np.real(z) - q / 2, q


def on_lattice(z, tol=1e-6):
    p, q = components(z)
    return (abs(p - np.round(p)) < tol) & (abs(q - np.round(q)) < tol)


def on_honeycomb(z):
    return on_lattice(z) | on_lattice(z - B_SITE)


def honeycomb_atoms(radius):
    n = int(1.2 * radius) + 2
    p, q = np.meshgrid(np.arange(-n, n + 1), np.arange(-n, n + 1))
    cells = (p + q * OMEGA).ravel()
    return np.concatenate([cells, cells + B_SITE])


def shortest_translation(theta, radius):
    """Shortest shift that maps atoms of both layers onto atoms."""
    shift = honeycomb_atoms(radius)
    shift = shift[(abs(shift) > 1e-6) & (abs(shift) < radius)]
    good = np.ones(len(shift), dtype=bool)
    for site in (0, B_SITE):
        good &= on_honeycomb(shift + site)
        good &= on_honeycomb(shift * np.exp(-1j * theta) + site)
    assert good.any(), "no common translation inside the search radius"
    found = shift[good]
    return found[np.argmin(abs(found))]


def count_atoms(theta, period_vector):
    """Count atoms of both layers in the cell (T, OMEGA*T)."""
    layer = honeycomb_atoms(2 * abs(period_vector))
    total = 0
    for atoms in (layer, layer * np.exp(1j * theta)):
        f, g = components(atoms / period_vector)
        # generic offsets keep atoms off the cell boundary
        f, g = f + 0.1234567, g + 0.2345678
        total += int(np.sum((f >= 0) & (f < 1) & (g >= 0) & (g < 1)))
    return total


def family_angle(m):
    return np.arccos((3*m*m + 3*m + 0.5) / (3*m*m + 3*m + 1))


def beat_squared(theta):
    return 1 / (4 * np.sin(theta / 2)**2)


a = 2.46                           # angstrom, rough value for graphene
bohr = physical_constants["Bohr radius"][0] * 1e10
print(f"lattice constant a = {a:.2f} angstrom (rough, sets scale only)")

# Members of the family: search for the period, then count atoms.
print("family members (period and atoms found by search):")
for m in (0, 1, 2, 3, 30, 31, 32):
    M = 3*m*m + 3*m + 1
    theta = family_angle(m)
    T = shortest_translation(theta, 1.1 * np.sqrt(M) + 0.5)
    atoms = count_atoms(theta, T)
    assert abs(abs(T)**2 - M) < 1e-6
    assert atoms == 4 * M
    assert abs(beat_squared(theta) - abs(T)**2) < 1e-6
    assert np.isclose(1 / np.tan(theta/2), np.sqrt(3)*(2*m + 1), rtol=1e-9)
    z0 = 1 / (1 - np.exp(-1j * theta))
    t = m + (m + 1) * OMEGA
    assert abs(z0 * OMEGA**2 - t) < 1e-8
    assert on_lattice(T / t)       # found period belongs to t * lattice
    print(f"  m = {m:2d}: cos = {np.cos(theta):.6f}, "
          f"theta = {np.degrees(theta):.4f} deg, M = {round(abs(T)**2)}, "
          f"atoms = {atoms}, L = {a*abs(T):.3f} angstrom")
    if m == 31:
        L31, theta31, atoms31 = a * abs(T), theta, atoms

print(f"m = 31: theta = {theta31:.6f} rad")
print(f"m = 31: period L = {L31 / bohr:.2f} bohr")
print(f"m = 31: small-angle estimate 4/theta^2 = {4/theta31**2:.2f} atoms")
assert abs(4 / theta31**2 - atoms31) < 1

# Find the member nearest to a wanted angle.
target = np.radians(1.05)
m_real = (1 / (np.sqrt(3) * np.tan(target / 2)) - 1) / 2
nearest = min(range(200), key=lambda k: abs(family_angle(k) - target))
assert nearest == round(m_real)
print(f"target 1.05 deg: m from cotangent formula = {m_real:.4f}")
print(f"target 1.05 deg: nearest member by direct search m = {nearest}")

# All commensurate angles with M <= 100, from pairs of equal length.
M_MAX = 100
by_norm = {}
for p in range(0, 11):
    for q in range(0, 11):
        norm = p*p + p*q + q*q
        if 0 < norm <= M_MAX:
            by_norm.setdefault(norm, []).append(p + q * OMEGA)
angles = set()
for vectors in by_norm.values():
    for u in vectors:
        for v in vectors:
            degrees = np.degrees(np.angle(v / u)) % 60
            if degrees < 1e-7 or degrees > 60 - 1e-7:
                degrees = 60.0
            angles.add(round(float(degrees), 9))
saturating = []
for degrees in sorted(angles):
    theta = np.radians(degrees)
    M_found = abs(shortest_translation(theta, np.sqrt(M_MAX) + 0.01))**2
    ratio = M_found / beat_squared(theta)
    assert ratio > 1 - 1e-6        # period is never below the beat period
    if ratio < 1 + 1e-6:
        saturating.append(degrees)
expected = sorted(np.degrees(family_angle(m)) for m in range(20)
                  if 3*m*m + 3*m + 1 <= M_MAX)
assert len(saturating) == len(expected)
assert np.allclose(saturating, expected, atol=1e-6)
print(f"commensurate angles in (0, 60] deg with M <= {M_MAX}: {len(angles)}")
print(f"of these, period equal to beat period: {len(saturating)}")
print("  they are (deg): " + ", ".join(f"{x:.3f}" for x in saturating))

# Commensurate angles outside the family.
print("commensurate angles outside the family:")
outside = [("60 deg - theta_1", np.pi/3 - family_angle(1)),
           ("5+3w into 3+5w", np.angle((3 + 5*OMEGA) / (5 + 3*OMEGA)))]
for label, theta in outside:
    T = shortest_translation(theta, 10.0)
    atoms = count_atoms(theta, T)
    bound = 1 / np.sin(theta / 2)**2
    assert atoms == round(4 * abs(T)**2)
    assert atoms > bound + 1
    print(f"  {label}: theta = {np.degrees(theta):.3f} deg, "
          f"M = {round(abs(T)**2)}, atoms = {atoms}")
    print(f"    lower bound 1/sin^2(theta/2) = {bound:.3f} atoms, "
          f"period/beat = {abs(T)/np.sqrt(beat_squared(theta)):.4f}")

print("tests ok")
```

Output:

```
lattice constant a = 2.46 angstrom (rough, sets scale only)
family members (period and atoms found by search):
  m =  0: cos = 0.500000, theta = 60.0000 deg, M = 1, atoms = 4, L = 2.460 angstrom
  m =  1: cos = 0.928571, theta = 21.7868 deg, M = 7, atoms = 28, L = 6.509 angstrom
  m =  2: cos = 0.973684, theta = 13.1736 deg, M = 19, atoms = 76, L = 10.723 angstrom
  m =  3: cos = 0.986486, theta = 9.4300 deg, M = 37, atoms = 148, L = 14.964 angstrom
  m = 30: cos = 0.999821, theta = 1.0845 deg, M = 2791, atoms = 11164, L = 129.962 angstrom
  m = 31: cos = 0.999832, theta = 1.0501 deg, M = 2977, atoms = 11908, L = 134.222 angstrom
  m = 32: cos = 0.999842, theta = 1.0178 deg, M = 3169, atoms = 12676, L = 138.483 angstrom
m = 31: theta = 0.018328 rad
m = 31: period L = 253.64 bohr
m = 31: small-angle estimate 4/theta^2 = 11907.67 atoms
target 1.05 deg: m from cotangent formula = 31.0036
target 1.05 deg: nearest member by direct search m = 31
commensurate angles in (0, 60] deg with M <= 100: 29
of these, period equal to beat period: 6
  they are (deg): 6.009, 7.341, 9.430, 13.174, 21.787, 60.000
commensurate angles outside the family:
  60 deg - theta_1: theta = 38.213 deg, M = 7, atoms = 28
    lower bound 1/sin^2(theta/2) = 9.333 atoms, period/beat = 1.7321
  5+3w into 3+5w: theta = 16.426 deg, M = 49, atoms = 196
    lower bound 1/sin^2(theta/2) = 49.000 atoms, period/beat = 2.0000
tests ok
```
